\section*{Several projectors per channel do not make a pseudopotential ultrasoft}

\section{The result and the belief it corrects}

A pseudopotential may have two or more projectors in one angular-momentum channel and still be norm-conserving, with an ordinary eigenvalue problem. In the multi-projector construction the Hamiltonian and the overlap operator are
\begin{align}
H &= T+V_{\rm loc}+\sum_{ij}D_{ij}\,|\beta_i\rangle\langle\beta_j| , \label{H}\\
S &= 1+\sum_{ij}Q_{ij}\,|\beta_i\rangle\langle\beta_j| , \label{S}
\end{align}
and the pseudo waves satisfy $H\phi_i=\varepsilon_i S\phi_i$. The number of projectors is the range of the indices. Whether $S$ differs from the identity is decided by the numbers $Q_{ij}$, which measure how far the pseudo waves fail to reproduce the all-electron norms and mutual overlaps inside the core radius. If all $Q_{ij}$ vanish, then
\begin{equation}
S=1,\qquad D_{ij}=B_{ij}=B_{ji},\qquad H\phi_i=\varepsilon_i\phi_i , \label{reduction}
\end{equation}
where $B_{ij}$ is a matrix defined below, and the number of projectors is unchanged.

The belief to be corrected says that one projector per channel means norm-conserving and several mean ultrasoft, with a generalized eigenvalue problem. It is tempting for a good reason. The overlap operator is built from the same functions $\beta_i$ as the nonlocal potential, so projectors and overlap seem to arrive together. That $S=1$ when $Q=0$ can be read off Eq.~\eqref{S}. What needs proof is that the Hamiltonian left behind is Hermitian, still has the right reference energies, and still scatters correctly near them.

\section{Construction}

Hartree atomic units are used. Consider one channel $l$ of a spherical atom in a fixed one-electron potential $V$. All functions are real radial functions $u(r)$, equal to $r$ times the radial wave function, with $u(0)=0$, and
\begin{equation}
T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.
\end{equation}
Choose distinct reference energies $\varepsilon_i$, $i=1,\dots,N$, and all-electron waves with $(T+V)\psi_i=\varepsilon_i\psi_i$. Each pseudo wave $\phi_i$ equals $\psi_i$ for $r\ge R$ and is chosen inside, usually to be smoother, with value, slope and curvature continuous at $R$. The local potential $V_{\rm loc}$ equals $V$ for $r\ge R$. A subscript $R$ on an inner product restricts the integral to $0<r<R$.

Define
\begin{align}
\chi_i&=(\varepsilon_i-T-V_{\rm loc})\phi_i, & B_{ij}&=\langle\phi_i|\chi_j\rangle, \label{chi}\\
\beta_i&=\sum_j (B^{-1})_{ji}\,\chi_j, & Q_{ij}&=\langle\psi_i|\psi_j\rangle_R-\langle\phi_i|\phi_j\rangle_R, \label{beta}\\
D_{ij}&=B_{ij}+\varepsilon_jQ_{ij}. \label{D}
\end{align}
Beyond $R$ the function $\chi_i$ is $(\varepsilon_i-T-V)\psi_i=0$, so $\chi_i$ and $\beta_i$ live inside the core radius. The matrix $B$ is assumed invertible. This makes the $\chi_j$ linearly independent, because $\sum_jc_j\chi_j=0$ would give $\sum_jB_{ij}c_j=0$ for every $i$, hence $c=0$.

The projectors are dual to the pseudo waves:
\begin{equation}
\langle\beta_i|\phi_k\rangle=\sum_j(B^{-1})_{ji}\langle\chi_j|\phi_k\rangle
=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}. \label{dual}
\end{equation}
The definition of $\beta_i$ can also be inverted:
\begin{equation}
\sum_iB_{ik}\beta_i=\sum_j\Big[\sum_i(B^{-1})_{ji}B_{ik}\Big]\chi_j=\chi_k. \label{inv}
\end{equation}

Now apply $H$ to $\phi_k$. The local part gives $(T+V_{\rm loc})\phi_k=\varepsilon_k\phi_k-\chi_k$, from Eq.~\eqref{chi}. In the nonlocal part, duality selects $j=k$. Therefore
\begin{align}
H\phi_k&=\varepsilon_k\phi_k-\chi_k+\sum_iD_{ik}\beta_i\notag\\
&=\varepsilon_k\phi_k-\chi_k+\sum_iB_{ik}\beta_i+\varepsilon_k\sum_iQ_{ik}\beta_i\notag\\
&=\varepsilon_k\Big(\phi_k+\sum_iQ_{ik}\beta_i\Big)=\varepsilon_kS\phi_k. \label{gen}
\end{align}
The third line uses Eq.~\eqref{inv} to cancel $\chi_k$, and then duality once more to recognise $S\phi_k$.

\section{Why the matrix becomes symmetric}

Setting $Q=0$ in Eq.~\eqref{gen} gives $H\phi_k=\varepsilon_k\phi_k$ with $D=B$. This is acceptable as a Hamiltonian only if $B$ is symmetric, and nothing in its definition makes it so. Green's identity supplies the missing relation.

For the all-electron waves, subtract the two radial equations after multiplying each by the other function and integrating to $R$. The potential and centrifugal terms cancel, and
\begin{align}
(\varepsilon_i-\varepsilon_j)\langle\psi_i|\psi_j\rangle_R
&=-\frac12\int_0^R(\psi_i''\psi_j-\psi_i\psi_j'')\,dr=-\frac12W_{ij}, \label{gae}\\
W_{ij}&=\big[\psi_i'\psi_j-\psi_i\psi_j'\big]_{r=R}.
\end{align}
The boundary term at the origin vanishes because the functions do. For the pseudo waves, $\chi_j$ vanishes beyond $R$, so the integral in $B_{ij}$ also stops there:
\begin{align}
B_{ij}-B_{ji}
&=\langle\phi_i|(\varepsilon_j-T-V_{\rm loc})\phi_j\rangle_R-\langle\phi_j|(\varepsilon_i-T-V_{\rm loc})\phi_i\rangle_R\notag\\
&=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle_R-\frac12\int_0^R(\phi_i''\phi_j-\phi_i\phi_j'')\,dr\notag\\
&=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle_R-\frac12W_{ij}.
\end{align}
The boundary term is the same $W_{ij}$, because values and slopes match at $R$. Replacing $-\tfrac12W_{ij}$ by the left side of Eq.~\eqref{gae} gives
\begin{equation}
B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)\,Q_{ij}. \label{asym}
\end{equation}

This relation relies on the reference waves obeying the nonrelativistic radial equation; for scalar-relativistic references it holds only approximately. Two consequences follow. First, $D$ is symmetric whatever the value of $Q$:
\begin{equation}
D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)Q_{ij}+(\varepsilon_j-\varepsilon_i)Q_{ij}=0,
\end{equation}
so $H$ and $S$ are both Hermitian. A well-posed generalized problem needs in addition that $S$ be positive definite, which does not follow from this and must be checked for each construction. Second, if all $Q_{ij}$ vanish, $B$ itself is symmetric and Eq.~\eqref{reduction} is proved. The nonlocal part can then be written with the functions $\chi_i$. Inserting Eq.~\eqref{beta} and using $\sum_i(B^{-1})_{mi}B_{ij}=\delta_{mj}$,
\begin{equation}
\sum_{ij}B_{ij}|\beta_i\rangle\langle\beta_j|=\sum_{mn}(B^{-1})_{nm}|\chi_m\rangle\langle\chi_n| .
\end{equation}
It still has rank $N$, since $B$ is invertible and the $\chi_i$ are independent. For $N=1$ it is $|\chi\rangle\langle\chi|/\langle\phi|\chi\rangle$, the one-projector separable form.

The converse holds too. By duality,
\begin{equation}
\langle\phi_i|(S-1)|\phi_j\rangle=Q_{ij}, \label{conv}
\end{equation}
so $S=1$ forces every $Q_{ij}$ to vanish. A single projector with $Q_{11}\neq0$ therefore already has $S\neq1$ in this construction. Dropping $S$ and using $B$ in place of $D$ keeps the reference energy but, as the next section shows, loses the all-electron energy slope of the logarithmic derivative. The number of projectors does not settle the question in either direction.

\section{What each condition on $Q$ provides}

The diagonal conditions $Q_{ii}=0$ are the usual norm conservation, applied to each wave. The off-diagonal conditions concern pairs of waves. For $N$ waves there are $N(N+1)/2$ conditions in all.

By Eq.~\eqref{asym}, the off-diagonal conditions are what make $B$ symmetric. The role of the diagonal ones appears in scattering. Let $u$ be the regular solution of $Hu=\varepsilon Su$ inside $R$ at a freely chosen energy, let $L=u'/u$ at $r=R$, and let a dot denote $d/d\varepsilon$. Differentiating the equation gives
\begin{equation}
(H-\varepsilon S)\dot u=Su .
\end{equation}
Multiply this by $u$, multiply $(H-\varepsilon S)u=0$ by $\dot u$, integrate both to $R$ and subtract. The local and separable terms cancel because $D$ and $Q$ are symmetric. The second derivatives leave
\begin{equation}
-\frac12\big[u\dot u'-\dot uu'\big]_R=\langle u|S|u\rangle_R .
\end{equation}
The bracket is $u(R)^2\,dL/d\varepsilon$. At $\varepsilon=\varepsilon_i$ the solution is $\phi_i$, up to a factor that cancels, provided that the inner solution is unique. Then
\begin{equation}
\frac{dL}{d\varepsilon}\bigg|_{\varepsilon_i}
=-\frac{2\big(\langle\phi_i|\phi_i\rangle_R+Q_{ii}\big)}{\phi_i(R)^2}
=-\frac{2\langle\psi_i|\psi_i\rangle_R}{\psi_i(R)^2}, \label{slope}
\end{equation}
which is the all-electron slope. The ultrasoft form obtains it by adding $Q_{ii}$ through $S$. The norm-conserving form obtains it from the pseudo waves alone. With two waves, both forms match $L$ and its slope at two energies.

This separates the two kinds of condition. Suppose that the off-diagonal $Q_{ij}$ vanish but some $Q_{ii}$ does not. Then $B$ is symmetric, and $T+V_{\rm loc}+\sum B_{ij}|\beta_i\rangle\langle\beta_j|$ without any $S$ is Hermitian and has the right reference energies. Its slope at $\varepsilon_i$, however, contains $\langle\phi_i|\phi_i\rangle_R$ without $Q_{ii}$, and is wrong.

The opposite case, $Q_{ii}=0$ with $Q_{12}\neq0$, leaves $B$ non-symmetric. Averaging $B$ with its transpose restores Hermiticity at a price. Write $H'$ for the resulting Hamiltonian without $S$. Since $\tfrac12(B_{21}+B_{12})=B_{21}+\tfrac12(B_{12}-B_{21})$,
\begin{equation}
H'\phi_1=\varepsilon_1\phi_1+\frac12(\varepsilon_1-\varepsilon_2)Q_{12}\,\beta_2 , \label{sym}
\end{equation}
so $\phi_1$ is no longer an eigenfunction. Because $\langle\phi_1|\beta_2\rangle=0$, the energy expectation value of $\phi_1$ is still $\varepsilon_1$. If $\phi_1$ is a bound state, the variational principle then puts the lowest level of $H'$ strictly below $\varepsilon_1$.

One limit of the reduction should be kept in view. The vanishing of $Q_{ij}$ is a statement about integrals. The density difference $\psi_i\psi_j-\phi_i\phi_j$ does not vanish at each point inside $R$. A norm-conserving calculation leaves this difference out. Within one channel its spherical part then carries no net charge, so it produces no electrostatic potential beyond $R$, but the density inside $R$ remains a pseudo density.

\section{Hydrogen with two projectors}

Take the $s$ channel of the nonrelativistic hydrogen atom with a fixed point nucleus, $V=-1/r$, and use 1s and 2s as reference states, $\varepsilon_1=-0.5$ and $\varepsilon_2=-0.125$ hartree. The core radius is $R=1.5$ bohr. With $x=r/R$, the local potential inside is
\begin{equation}
V_{\rm loc}=-\frac1R\left(\frac{15}{8}-\frac54x^2+\frac38x^4\right),
\end{equation}
which joins $-1/r$ with continuous slope and curvature. The pseudo waves inside $R$ are odd polynomials in $r$. Three potentials are built, each with two projectors:
\begin{itemize}
\item A: all $Q_{ij}=0$;
\item B: only $Q_{11}=Q_{22}=0$;
\item C: no norm condition, the ultrasoft case.
\end{itemize}
In A the first wave is adjusted to satisfy $Q_{11}=0$. The second has enough free coefficients to satisfy the linear condition $Q_{12}=0$ and the quadratic condition $Q_{22}=0$ together.

\subsection*{Case C: the overlap is needed}

Here $Q_{11}=0.1121$, $Q_{12}=0.0399$ and $Q_{22}=0.0141$. The matrix $B$ is visibly non-symmetric, and Eq.~\eqref{asym} accounts for the difference (in hartree):
\begin{align}
B_{12}-B_{21}&=-0.05919+0.04422=-0.0150,\\
(\varepsilon_1-\varepsilon_2)Q_{12}&=-0.375\times0.0399=-0.0150.
\end{align}
The generalized problem reproduces both reference levels. If $S$ is left out while $D$ is kept, the 1s level falls to $-0.5772$ hartree. The error relative to the all-electron level is $-0.0772$ hartree, or $-2.10$ eV.

Most of this shift can be obtained by hand. The all-electron 1s wave has unit norm, so $\langle\phi_1|S|\phi_1\rangle=1$ and $\langle\phi_1|\phi_1\rangle=1-Q_{11}$. The expectation value of $H$ in the ordinary norm is therefore
\begin{equation}
\frac{\langle\phi_1|H|\phi_1\rangle}{\langle\phi_1|\phi_1\rangle}
=\frac{\varepsilon_1}{1-Q_{11}}=\frac{-0.5}{0.8879}=-0.563\ \text{hartree}.
\end{equation}
By the variational principle the lowest level without $S$ lies at or below this value, as the computed one does.

\subsection*{Case A: two projectors and no overlap}

The largest $|Q_{ij}|$ is $3\times10^{-15}$, which is rounding error. The matrix $B$ is symmetric, with $B_{12}=B_{21}=-0.0739$ hartree. The nonlocal part has two nonzero eigenvalues, $-46.7$ and $-0.87$ hartree, so two projectors are really at work. The ordinary eigenvalue problem gives
\begin{equation}
-0.500000,\quad-0.125000,\quad-0.055556,\quad-0.031250\ \text{hartree}
\end{equation}
for the four lowest $s$ levels. These agree with the all-electron levels to the digits shown, and no spurious level appears among them. The first two were built in; the other two were not.

Scattering at and between the reference energies gives the same verdict; the agreement is not claimed for energies several hartree above them, where A departs from the all-electron atom. The slopes $dL/d\varepsilon$ found by finite differences are $-2.575$ and $-6.368$ per bohr per hartree at the two reference energies, for the all-electron atom, for A without $S$ and for C with $S$. At $-0.3$ hartree, between the references, $L$ is $-0.964506$ per bohr for the all-electron atom, $-0.964499$ for A and $-0.964502$ for C.

The eigenvalue $-46.7$ hartree shows what this particular construction costs. Let $b$ be the corresponding normalized eigenfunction. The lowest level found is $-0.5$ hartree, so $\langle b|H|b\rangle\ge-0.5$, and hence
\begin{equation}
\langle b|T+V_{\rm loc}|b\rangle\ge-0.5+46.7=46.2\ \text{hartree}.
\end{equation}
Since $V_{\rm loc}$ is negative everywhere, the kinetic energy of $b$ is larger still. This direction in projector space varies rapidly, and the potential is not soft in that sense. The argument runs one way only: a large negative eigenvalue forces a large kinetic energy, but small eigenvalues do not prove smoothness. The eigenvalues are $-0.53$ and $2.14$ hartree in C, and $-0.98$ and $-0.087$ hartree in B, which keeps both diagonal norm conditions. The diagonal norm conditions alone therefore do not force a large eigenvalue. The full set of conditions in A still leaves the second wave free in several directions, and the eigenvalues change with that choice, so the value $-46.7$ refers to the second wave chosen here. It is not forced by the conditions: other second waves from the same polynomial family meet all of them with both eigenvalues of the order of one hartree in magnitude. The levels and scattering of those choices are not examined here.

\subsection*{Case B: separate norms are not enough}

The one remaining element is $Q_{12}=-6.6\times10^{-5}$. It looks negligible, yet $S$ has an eigenvalue of $1.042$. The reason is that $S-1$ acts on a combination $\sum_jc_j\beta_j$ through the matrix product $QG$, with $G_{ij}=\langle\beta_i|\beta_j\rangle$, so a small $Q$ can be multiplied by a large $G$.

The effect on the energies is nevertheless minute here. Symmetrising $B$ and omitting $S$ changes both reference levels by less than $10^{-7}$ hartree, which is the tolerance to which the reference levels are tested, so no value is claimed for the shift. Equation~\eqref{sym} shows why a small effect is to be expected: the residual does not contribute to the expectation value, so the 1s shift is of second order in it, at most of the order of $[\tfrac12(\varepsilon_1-\varepsilon_2)Q_{12}]^2G_{22}$ divided by the gap to the next level. The large $G$ enters here too, but multiplied by the square of $\tfrac12\times0.375\times6.6\times10^{-5}=1.2\times10^{-5}$ hartree, whereas in $S-1$ it multiplies $Q_{12}$ to the first power. For the two reference levels of this example the missing off-diagonal condition has no practical weight. The wave functions, and with them the slope $dL/d\varepsilon$, change at first order in $Q_{12}$, and this estimate does not bound that change. In C, where $Q_{12}=0.0399$, the asymmetry of $B$, $0.0150$ hartree in magnitude, is a quarter of that case's $|B_{12}|=0.0592$ hartree.

To decide whether a potential built in this way has an overlap operator different from the identity, one should therefore look at the matrix $Q_{ij}$, with its off-diagonal elements, and not at the number of projectors. The numerical check computes the levels and the scattering from the operators themselves.

\section*{Calculated quantities}
\begin{verbatim}
matching radius R = 1.5 bohr
reference energies 1s, 2s (hartree): -0.5000  -0.1250
all-electron inner overlaps 11, 12, 22: 0.576810  0.167689  0.049954
A: all Q zero; B: only Q11 = Q22 = 0; C: no norm condition
A: Q11, Q12, Q22 = 0.000000  0.000000  0.000000
A: B11, B12, B21, B22 (hartree) = -0.218214  -0.073939  -0.073939  -0.025826
A: D11, D12, D22 (hartree) = -0.218214  -0.073939  -0.025826
A: nonlocal-part eigenvalues (hartree) = -46.6800  -0.8654
A: S eigenvalues in projector space = 1.0000  1.0000
B: Q11, Q12, Q22 = 0.000000  -0.000066  0.000000
B: B11, B12, B21, B22 (hartree) = -0.218214  -0.074029  -0.074054  -0.025297
B: D11, D12, D22 (hartree) = -0.218214  -0.074021  -0.025297
B: nonlocal-part eigenvalues (hartree) = -0.9811  -0.0870
B: S eigenvalues in projector space = 0.9998  1.0419
C: Q11, Q12, Q22 = 0.112069  0.039935  0.014096
C: B11, B12, B21, B22 (hartree) = -0.156265  -0.059191  -0.044215  -0.016653
C: D11, D12, D22 (hartree) = -0.212299  -0.064182  -0.018415
C: nonlocal-part eigenvalues (hartree) = -0.5323  2.1353
C: S eigenvalues in projector space = 0.9429  2.4295
A: largest |Q_ij| = 3e-15
lowest four s levels (hartree):
  all-electron           -0.500000  -0.125000  -0.055556  -0.031250
  A, ordinary problem    -0.500000  -0.125000  -0.055556  -0.031250
  C, generalized with S  -0.500000  -0.125000  -0.055556  -0.031250
  C, S left out          -0.577188  -0.126828  -0.055790  -0.031305
C, S left out: error of 1s, 2s (hartree): -0.077188  -0.001828
C, S left out: error of 1s = -2.100 eV
B, B symmetrised, no S: error of 1s, 2s (hartree): -3.51e-08  -2.55e-09
log derivative at R for 1s, 2s (1/bohr): -0.333333  -1.833333
its energy slope, norm formula (1/(bohr hartree)): -2.57456  -6.36804
  finite difference, all-electron: -2.57456  -6.36804
  finite difference, A, no S: -2.57456  -6.36804
  finite difference, C, with S: -2.57456  -6.36804
log derivative at -0.3 hartree (1/bohr), all-electron, A, C: -0.964506  -0.964499  -0.964502
\end{verbatim}
